\section*{Alexander–de Gennes Pressure Between Polymer-Coated Particles, part 2}

Two surfaces in a good, athermal solvent carry chains attached by one end, and the question is how strongly the coats repel. Each surface has one chain of $N$ monomers of size $a$ per area $s^2$. Flat walls at gap $D$ carry brushes of height $h=D/2$ that do not interpenetrate. The free height is
\begin{equation}
L_0=Na^{5/3}s^{-2/3}\left(\frac{5A}{7B}\right)^{1/3},
\label{height}
\end{equation}
and $u=D/(2L_0)$. The monomer density, assumed uniform, is $c=N/(s^2h)$. A blob, a swollen piece of chain with $g$ monomers, has size $\xi=ag^{3/5}$, with $c=g/\xi^3$. The coefficients $A$ and $B$ multiply the osmotic and stretching energies. The energy per chain is
\begin{equation}
\frac{F}{kT}=A\frac{s^2h}{\xi^3}+B\frac{h\xi}{s^2}.
\label{recallenergy}
\end{equation}
Positive pressure means repulsion. With $P_0=K kT/s^3$ and $K=\frac{5A}{4}\left(\frac{7B}{5A}\right)^{3/4}$,
\begin{equation}
P(D)=P_0\left(u^{-9/4}-u^{3/4}\right),\qquad D<2L_0,
\label{recall}
\end{equation}
and the pressure is zero at larger gaps. The work per area to bring the walls from first contact, $D=2L_0$, to gap $D$ is
\begin{align}
W(D)&=\int_D^{2L_0}P(D')\,dD'
=2L_0P_0\int_u^1(x^{-9/4}-x^{3/4})\,dx\nonumber\\
&=2L_0P_0\left[\frac45(u^{-5/4}-1)
-\frac47(1-u^{7/4})\right]\nonumber\\
&=\frac{8P_0L_0}{35}
\left(7u^{-5/4}+5u^{7/4}-12\right).
\label{work}
\end{align}
For $u=1-\epsilon$ with $\epsilon\ll1$, $W\simeq3P_0L_0\epsilon^2$. Two equal spheres of radius $R$ with closest surface gap $D$ feel the Derjaguin force
\begin{equation}
f(D)\simeq\pi R\,W(D),
\end{equation}
valid when the range of the overlap is small compared with $R$.

The example has $a=0.5$ nm, $N=100$, $s=3$ nm, $R=100$ nm, $T=298.15$ K, $A=1$ and $B=3/2$. These give $L_0=11.8$ nm, $P_0=0.333$ MPa, and $P=1.38$ MPa at $D=L_0$.

\subsection{Does the coat prevent aggregation?}

Integrating the sphere force gives the steric pair energy:
\begin{align}
U_{\rm st}(D)&=\pi R\int_D^{2L_0}W(x)\,dx\nonumber\\
&=\frac{16\pi R P_0L_0^2}{35}
\left[28(u^{-1/4}-1)+\frac{20}{11}(1-u^{11/4})
-12(1-u)\right].
\end{align}
In the example this is about $1370\,kT$ at $D=L_0$. Thermal motion will not compress the coats that far.

Van der Waals attraction acts at larger gaps too. Let the pair energy between elements of the two solids be $-C/r^6$, with number density $\rho$. An element at distance $z$ from a half-space has energy
\[
-\rho C\int_z^\infty dx\int_0^\infty
\frac{2\pi r\,dr}{(r^2+x^2)^3}
=-\rho C\int_z^\infty\frac{\pi\,dx}{2x^4}
=-\frac{\pi\rho C}{6z^3}.
\]
Summing over the second half-space gives an energy per area $-\pi\rho^2C/(12D^2)$. With the Hamaker constant $H=\pi^2\rho^2C$, this is $-H/(12\pi D^2)$. For particles in a liquid, $H$ stands for an effective constant. The Derjaguin force is $-HR/(12D^2)$, and its integral is
\begin{equation}
U_{\rm vdW}(D)=-\frac{HR}{12D}.
\end{equation}

This expression overstates the attraction. Each sphere lies inside the paraboloid $y=r^2/(2R)$ that touches it at its nearest point, so replacing the spheres by paraboloids only adds attraction. Take a thin column of each paraboloid, parallel to the line of centres, at the lateral positions $\mathbf r+\mathbf t/2$ and $\mathbf r-\mathbf t/2$. Measured along the line of centres, the gap between the ends of the columns is
\[
D+\frac{(\mathbf r+\mathbf t/2)^2+(\mathbf r-\mathbf t/2)^2}{2R}
=D+\frac{r^2}{R}+\frac{t^2}{4R}.
\]
The flat-wall energy at $\mathbf r$ uses the smaller gap $D+r^2/R$ for every $\mathbf t$, which again adds attraction. Thus $HR/(12D)$ is an upper bound on the strength of the attraction, and is close to it only for $D\ll R$.

Take $H=0.8\times10^{-20}$ J. At first contact of the coats, $D=2L_0$, the expression gives $-0.685\,kT$. Since $2L_0/R=0.24$ is not very small, the full sum over the spheres is much weaker. That sum is
\[
-\frac H6\left[\frac{2R^2}{D(D+4R)}+\frac{2R^2}{(D+2R)^2}
+\ln\frac{D(D+4R)}{(D+2R)^2}\right],
\]
which is $-0.26\,kT$ at the same gap. With the Derjaguin attraction, the minimum of the summed steric and van der Waals energies lies slightly inside contact. For $u=1-\epsilon$ the forces balance when
\[
3\pi R P_0L_0\epsilon^2\simeq
\frac{HR}{12(2L_0)^2},\qquad
\epsilon\simeq
\left(\frac{H}{144\pi P_0L_0^3}\right)^{1/2}\simeq0.006 .
\]
Direct minimization puts the minimum at $D=23.5$ nm, with depth $0.687\,kT$. This leaves out the double-layer repulsion treated below, which for the surface potential and salt used there reduces the depth to about $0.65\,kT$, or to about $0.22\,kT$ when the full sum over the spheres is used. A well shallower than $kT$ does not hold a pair together for long against thermal motion.

Since the well lies so close to $2L_0$, its depth in this approximation is nearly $HR/(24L_0)$. This bound on the attraction at contact of the coats is below $kT$ if
\begin{equation}
L_0>\frac{HR}{24kT},
\end{equation}
which is $8.1$ nm here. For particles like these the condition is sufficient but not necessary, because the attraction has been overstated: the full sum over the spheres reaches $kT$ at contact of the coats only for $L_0$ below about $4.9$ nm. It assumes a dense, firmly attached coat and no attraction between the brushes themselves.

\subsection{Relaxing the uniform profile}

The uniform brush in effect puts every free end at its outer edge. What changes if the ends may sit at any height? The question can be answered in a simpler mean-field model of Gaussian chains. Let $\sigma=1/s^2$, let $b$ be the step length and $v$ the excluded volume. The interaction energy density is $kT\,vc^2/2$.

For a uniform profile $c=\sigma N/h$, and the energy per chain is
\[
\frac{F}{kT}=\frac{v\sigma N^2}{2h}+\frac{3h^2}{2Nb^2}.
\]
The pressure $-\sigma\,dF/dh$ is
\begin{equation}
\frac{P_{\rm uni}}{kT}=\frac{vc^2}{2}
-\frac{3\sigma h}{Nb^2}.
\end{equation}
It vanishes at $h_{\rm uni}=N(v\sigma b^2/6)^{1/3}$.

With free ends at all heights, a monomer at height $z$ feels the potential $kT\,w(z)$, where $w=vc(z)$. For strongly stretched chains the most probable path minimizes
\[
\int_0^N\left[\frac{3}{2b^2}
\left(\frac{dz}{dn}\right)^2+w(z)\right]dn,
\qquad
\frac{3}{b^2}\frac{d^2z}{dn^2}=\frac{dw}{dz}.
\]
Here $n$ counts monomers from the free end, where the tension $dz/dn$ is zero. Every chain must reach the wall after the same $N$ steps, whatever its starting height. A harmonic path does this, because its quarter period does not depend on amplitude. Try $w=w_0-\beta z^2$:
\[
\frac{d^2z}{dn^2}=-\frac{2\beta b^2}{3}z
=-\omega^2z,\qquad \frac{\pi}{2\omega}=N,
\qquad
\beta=\frac{3\omega^2}{2b^2}=\frac{3\pi^2}{8N^2b^2}.
\]

Conservation of monomers, $\int_0^h w\,dz=v\sigma N$, gives
\[
w_0=\frac{v\sigma N}{h}+\frac{\beta h^2}{3},
\qquad
w(h)=\frac{v\sigma N}{h}-\frac{2\beta h^2}{3}.
\]
A chain that reaches the midplane has its free end there and carries no tension at that point. The midplane pressure is then purely osmotic:
\begin{equation}
\frac{P_{\rm par}}{kT}=\frac{w(h)^2}{2v}.
\end{equation}
Stretching still lowers the pressure, now by drawing monomers away from the midplane. The free height follows from $w(h_{\rm par})=0$:
\[
h_{\rm par}^3=\frac{3v\sigma N}{2\beta}
=\frac{4v\sigma N^3b^2}{\pi^2}.
\]
With this height,
\[
w(h)=\frac{2\beta h_{\rm par}^2}{3}
\left(\frac{h_{\rm par}}h-
\frac{h^2}{h_{\rm par}^2}\right),
\]
so the pressure starts quadratically in the compression. The uniform profile gives a linear start.

These predictions were compared with a numerical self-consistent field in which random-walk chains generate the density that acts on them. A reflecting midplane represents the second brush: a walk crossing it is replaced by its mirror image from the other side. Interpenetration is therefore included. The pressure came from differences of the free energy with height.

For $N=500$, $\sigma b^2=0.04$ and $v=b^3$, the free heights are $94.1b$ for the uniform profile and $126.5b$ for the parabolic one. At $h=76b$, in units of $kT/b^3$, the self-consistent pressure is $0.0224$. The parabolic formula gives $0.02125$, the uniform one $0.0164$, and the osmotic pressure at the mean density $0.0346$. The test required the parabolic and self-consistent values to agree within $10\%$, and the latter to lie at least $20\%$ below the osmotic value. The uniform formula is $27\%$ below the self-consistent result.

At $h=104b$ the uniform brushes no longer touch, yet the self-consistent pressure is $0.0044$ against $0.0037$ from the parabola. The self-consistent values depend on how the chain and the grafting wall are discretized: other choices give $0.0219$ to $0.0226$ at $h=76b$ and $0.0044$ to $0.0047$ at $h=104b$, and shifting $h$ by one step $b$ changes the parabolic values by about $5\%$ and $9\%$. In this mean-field model, free ends thus extend the repulsion beyond the range of the uniform brush. The comparison holds the microscopic parameters fixed. It exposes a weakness of \eqref{recall} near first contact, but it does not test the power $9/4$, which comes from correlations absent in mean field.

\subsection{A worse solvent}

When attraction between monomers cancels their pair repulsion, the theta condition, a free chain has the random-walk exponent $1/2$. The blob relations become $\xi=ag^{1/2}$ and $c=g/\xi^3$, hence
\[
\xi=\frac1{a^2c}=\frac{s^2h}{Na^2}.
\]
Equation~\eqref{recallenergy} then has terms in $h^{-2}$ and $h^2$, and the pressure is
\begin{equation}
\frac{P_\theta}{kT}=\frac{2A}{\xi^3}-\frac{2B\xi}{s^4}.
\end{equation}
It vanishes at $\xi=s(A/B)^{1/4}$, or
\[
L_\theta=\frac{Na^2}{s}\left(\frac AB\right)^{1/4}.
\]
With $A$ and $B$ kept at their earlier values, the example brush shrinks from $11.8$ to $7.5$ nm. At the same gap of $11.8$ nm the pressure falls from $1.38$ to $0.53$ MPa. The new height is below the $8.1$ nm that was sufficient to keep the van der Waals well shallower than $kT$. This does not show that the particles aggregate, because that condition overstates the attraction, but the well is deeper than before: the full sum over the spheres at contact of the coats grows from $0.26\,kT$ to $0.53\,kT$. With these coefficients the coat still repels strongly at this gap while protecting less well against attraction at its edge. The pressure is sensitive to $A$, which need not be the same in the two solvents: at this gap the theta formula gives $0.10$ MPa for $A=0.5$ and $1.38$ MPa for $A=2$.

\subsection{The other omissions, sized at the same gap}

Changing the swelling exponent from $0.6$ to $0.588$ in the blob energy, with $A$ and $B$ fixed, lowers the pressure at $D=L_0$ to $1.31$ MPa, a change of $5\%$.

If each monomer fills a volume $a^3$, the monomer volume fraction at this gap is $\phi=ca^3=0.235$. To estimate crowding beyond pair contacts, let solvent molecules occupy lattice sites of the monomer volume. The mixing energy per site is $kT\,q(\phi)$ with $q=(1-\phi)\ln(1-\phi)$, and its osmotic pressure is proportional to
\[
\phi q'-q=-\ln(1-\phi)-\phi
=\frac{\phi^2}{2}+\frac{\phi^3}{3}+\cdots .
\]
The full expression exceeds its pair term by $19\%$. This is a mean-field estimate for the osmotic part, not a correction factor for the whole of \eqref{recall}. At $u=0.3$ the volume fraction reaches $0.39$ and a blob holds only $g=(ca^3)^{-5/4}\simeq3$ monomers. Scaling laws for long swollen pieces of chain are not secure there, so the predicted $4.9$ MPa is an extrapolation.

The van der Waals pressure at $D=L_0$ is $H/(6\pi D^3)=0.26$ kPa. For the electric double layer, let $\psi$ be the potential in units of $kT/e$, $\lambda$ the Debye length, and $n$ the number density of each ion far away. A 1:1 salt obeys $\psi''=\lambda^{-2}\sinh\psi$. At the midplane the field vanishes, and the excess ion pressure is
\[
P_{\rm dl}=2nkT(\cosh\psi_m-1).
\]
One integration of the equation gives the condition for $\psi_m$,
\[
\frac{D}{2\lambda}=
\int_{\psi_m}^{\psi_s}
\frac{d\psi}{\sqrt{2(\cosh\psi-\cosh\psi_m)}} .
\]
A surface potential of $30$ mV, $10$ mmol/L of salt and relative permittivity $78$ give $\lambda=3.0$ nm and $P_{\rm dl}=2.5$ kPa. Both pressures are below $0.2\%$ of the steric pressure at this gap. They cannot be dropped near $D=2L_0$, where the steric pressure vanishes.

\subsection{Beside a real polishing slurry}

The inputs are rough values for silica abrasive particles carrying grafted poly(ethylene oxide) in water. A monomer of this polymer fills only about half of the volume $a^3$ used here, so the volume fractions and the crowding estimate above are too high for it. The choice of $a$ matters more than any correction sized above, since $L_0\propto a^{5/3}$ and the osmotic term at fixed gap varies as $a^{15/4}$. With $A$ and $B$ unchanged, $a=0.40$ nm gives $L_0=8.15$ nm and $0.42$ MPa at $D=11.8$ nm, and $a=0.35$ nm gives $6.5$ nm and $0.11$ MPa, below the $8.1$ nm condition. A diameter of $200$ nm is large for colloidal silica, and a graft spacing of $3$ nm describes a deliberately dense coat. Polymer that is merely adsorbed can move aside or leave the surface under load, which the model forbids. The assumption most readily sized is good solvency, since water becomes a poorer solvent for this polymer on heating. At $323$ K with unchanged solvent quality, the factor $kT$ raises the pressure at $D=11.8$ nm to $1.50$ MPa. The theta limit, evaluated at $298$ K, lowers it to $0.53$ MPa. If $A$ and $B$ keep their values, a complete loss of good solvency would thus outweigh the direct effect of temperature. How much solvency is actually lost at $323$ K has not been estimated, so these two limits do not tell whether the pressure rises or falls on heating to that temperature. Unequal chain lengths, flow between the particles and retardation of the van der Waals force have not been sized. The values behind these estimates are collected in the numerical output.

\section*{Numbers as computed}
\begin{verbatim}
Inputs: a 0.5 nm, N 100, s 3.0 nm, R 100.0 nm, T 298.15 K
Coefficients: A 1.0, B 1.5
Hamaker constant 8.0e-21 J, permittivity 78.0
Surface potential 30.0 mV, salt 0.01 mol/L
Walk exponent from 7 and 9 steps: 0.6064
Stretch energy, exact walk: 3.5998 kT
Stretch energy, Gaussian law: 3.6000 kT
Free coil size a N^0.6: 7.92 nm
Brush height L0, formula: 11.8249 nm
Brush height L0, minimization: 11.8249 nm
Blob size at L0: 2.492 nm; blobs per chain 6.88
Extension per blob at u=1: 0.690; u=0.5: 0.244
Prefactor K: 2.181; for A=B=1: 1.609
kT/s^3: 0.1525 MPa; K kT/s^3: 0.3325 MPa
u, D (nm), osmotic, stretching, net (MPa), volume fraction
0.9  21.28  0.4214  0.3072  0.1142 0.131
0.7  16.55  0.7418  0.2544  0.4873 0.168
0.5  11.82  1.5814  0.1977  1.3837 0.235
0.3   7.09  4.9912  0.1348  4.8564 0.392
Net pressure at u=0.5, numerical: 1.3837 MPa
Wall energy at D=L0: 1.3393 kT/nm^2 = 5.513 mJ/m^2
Sphere force at D=L0, Derjaguin: 1732 pN
Sphere force at D=L0, full geometry: 1704 pN
Derjaguin excess: 1.66 %
Steric pair energy at D=L0: 1372 kT
Van der Waals pair energy at D=L0: -1.370 kT
Van der Waals pair energy at D=2L0: -0.685 kT
Pair well: -0.687 kT at D = 23.52 nm
Neglected effects at D=L0:
Van der Waals pressure: 0.257 kPa
Debye length: 3.03 nm
Double-layer pressure: 2.46 kPa
L0/R: 0.118; extra room on sphere: factor 1.123
Pressure with exponent 0.588: 1.3148 MPa
Theta limit: height 7.53 nm, pressure 0.5293 MPa
Pressure at 323.15 K, same solvent quality: 1.4998 MPa
Crowding factor on osmotic pressure: 1.191
Mean-field model, lattice units (kT/b^3 and b):
Segments 500, chains per b^2 0.04, excluded volume 1 b^3
h=76: self-consistent 0.02237, parabolic 0.02125
h=76: osmotic only 0.03463, uniform 0.01639
h=104: self-consistent 0.00438, parabolic 0.00366
Free height: uniform 94.1, parabolic 126.5
\end{verbatim}
